# Resistivity rise from weakly damaged layers at film surfaces

Suppose a surface treatment raises the resistivity of a thin metal film by a fraction of a percent, and one wants to know how much damage it left. The obvious estimate assigns the damaged skin its own resistivity and connects it in parallel with the clean interior. That step is unjustified when the skin is 2 nm thick and an electron travels 40 nm between collisions, because the current in the skin is then carried by electrons accelerated elsewhere. Nor is the surface itself harmless. In the example below, the same damage raises the resistivity by 1.95 % if the surfaces reflect like mirrors and by 0.35 % if they scatter diffusely. Reading the second number with the formula for the first would understate the damage more than fivefold.

## 1. The simple case: sheets in parallel

The film has thickness $d$ and carries current along $x$, in its plane; $z$ runs across it. The clean metal has mean free path $\lambda$. Under each surface lies a layer of thickness $t$, with $2t<d$, where additional scattering has mean free path $L$. Scattering rates add, so

$$\frac1\ell=\frac1\lambda+\frac1L \quad\text{in the layers},\qquad \ell=\lambda\quad\text{elsewhere}.$$

Define the strength of the damage and the fraction of the film it occupies:

$$\varepsilon=\frac{\lambda}{L},\qquad f=\frac{2t}{d}.$$

If $\lambda\ll t$, conductivity is a local property proportional to $\ell$. The layers then have conductivity $\sigma_0/(1+\varepsilon)$, where $\sigma_0$ is the clean value. The thickness average is

$$\frac{\sigma}{\sigma_0}=1-f+\frac{f}{1+\varepsilon}=\frac{1+\varepsilon(1-f)}{1+\varepsilon}.$$

Inverting and subtracting one gives the relative rise in resistivity,

$$\frac{\Delta\rho}{\rho}=\frac{1+\varepsilon}{1+\varepsilon(1-f)}-1=\frac{f\varepsilon}{1+\varepsilon(1-f)}. \tag{1}$$

For $\varepsilon\ll1$ this becomes $f\varepsilon=2t\lambda/(Ld)$. The question is what survives when $\lambda$ is not small compared with $t$.

## 2. Electrons that remember where they have been

The algebra uses atomic units, $\hbar=m=e=1$, and isotropic free electrons. Let $F_0(W)$ be the Fermi function of energy $W$, and $\delta F$ the change caused by a weak field $\mathcal E$ along $x$. The electron charge is $-1$, so the force is $-\mathcal E$. The steady linear Boltzmann equation is

$$v_z\frac{\partial\,\delta F}{\partial z}-\mathcal E v_xF_0'=-\frac{\delta F}{\tau(z)},\qquad \ell=v_F\tau .$$

Collisions are taken to be isotropic. Their in-scattering term is the average of $\delta F$ over directions, which vanishes because $\delta F$ is odd in $v_x$. Substitute $\delta F=\mathcal E v_xF_0'\,g/v_F$ and divide by $\mathcal E v_xF_0'$:

$$\frac{v_z}{v_F}\frac{\partial g}{\partial z}+\frac g\ell=1 .$$

With $\mu=|v_z|/v_F$ and $s$ the distance across the film measured in the direction of motion, this reads

$$\mu\frac{dg}{ds}+\frac g\ell=1. \tag{2}$$

The function $g$ is a length. It equals $\lambda$ in clean bulk metal and measures how much drift an electron has gathered since it last lost its memory.

The current density is $-2\int v_x\,\delta F\,d^3k/(2\pi)^3$. At low temperature $-F_0'$ selects the Fermi sphere, where $v_F=k_F$. The radial integral gives $k_F^2/v_F=k_F$, and the azimuthal average of $v_x^2$ is $k_F^2(1-\mu^2)/2$. With the explicit $1/v_F$ from $\delta F$,

$$\sigma=\frac{k_F}{\pi^2}\,\frac1{k_F}\int_0^1\frac{k_F^2(1-\mu^2)}2\langle g\rangle d\mu
=\frac{k_F^2}{3\pi^2}\;\frac32\int_0^1(1-\mu^2)\langle g\rangle\,d\mu. \tag{3}$$

Here $\langle\cdot\rangle$ averages over the thickness and both signs of $v_z$. Since $\frac32\int_0^1(1-\mu^2)d\mu=1$, clean bulk metal has

$$\rho\lambda=\frac{3\pi^2}{k_F^2}. \tag{4}$$

## 3. Mirror surfaces: two bounds and the leading law

A specular surface reverses $v_z$ and keeps $v_x$, so $g$ continues unchanged through the reflection. Down and back up is a closed path of length $2d$ in $s$, on which $g$ is periodic. Let $\phi=g/\lambda$ and $r=\lambda/\ell$. Equation (2) becomes

$$\lambda\mu\,\phi'+r\phi=1,\qquad r=1+\varepsilon\text{ in the layers},\quad r=1\text{ elsewhere}.$$

Average this over the closed path. The derivative of a periodic function averages to zero, hence

$$\langle r\phi\rangle=1.$$

Next multiply by $\phi$ before averaging. The first term is $\lambda\mu(\phi^2/2)'$, which again averages to zero, so

$$\langle r\phi^2\rangle=\langle\phi\rangle .$$

The Cauchy–Schwarz inequality, $\langle ab\rangle^2\le\langle a^2\rangle\langle b^2\rangle$, can now be used twice. With $a=\sqrt r$ and $b=\sqrt r\,\phi$,

$$1=\langle r\phi\rangle^2\le\langle r\rangle\langle r\phi^2\rangle=\langle r\rangle\langle\phi\rangle .$$

With $a=1/\sqrt r$ and $b=\sqrt r\,\phi$,

$$\langle\phi\rangle^2\le\langle1/r\rangle\langle r\phi^2\rangle=\langle1/r\rangle\langle\phi\rangle .$$

Since $\langle\phi\rangle=\langle r\phi^2\rangle>0$, we may divide by it:

$$\frac1{\langle r\rangle}\le\langle\phi\rangle\le\langle1/r\rangle .$$

Neither bound contains $\mu$, so both survive the normalized angular average in (3) and hold for $\sigma/\sigma_0$. Insert $\langle r\rangle=1+f\varepsilon$ and $\langle1/r\rangle=1-f+f/(1+\varepsilon)$, then invert. The second average is the one met in section 1, so

$$\boxed{\;\frac{f\varepsilon}{1+\varepsilon(1-f)}\le\frac{\Delta\rho}{\rho}\le f\varepsilon=\frac{2t\lambda}{Ld}\;} \tag{5}$$

The ratio of the lower bound to the upper one is $1/[1+\varepsilon(1-f)]$. The true rise therefore falls below $2t\lambda/(Ld)$ by a fraction of that value no larger than $\varepsilon$. For specular surfaces this proves the leading law for weak damage, $\varepsilon\ll1$, whatever the ratios $t/\lambda$ and $d/\lambda$.

**Limits.** For $\lambda\ll t$ the derivative in the equation for $\phi$ is negligible except near the layer edges and $\phi\approx1/r$, which gives the lower bound. For $\lambda\mu\gg d$ the derivative must be small, so $\phi$ is nearly constant along the path. Then $\langle r\phi\rangle=1$ gives $\phi\approx1/\langle r\rangle$ and the upper bound: the electron samples the whole film and feels the average scattering rate. Grazing electrons with $\mu\lesssim d/\lambda$ are exceptions, but their share vanishes as $\lambda/d$ grows. Numerical solutions for $d=40$ nm, $t=2$ nm and $\varepsilon=1$ came within 2 % of the lower bound at $\lambda=0.01$ nm and within 2 % of the upper one at $\lambda=10^5$ nm.

The leading law was tested for $d=40$ nm, with $\lambda=1$, 40 and 400 nm, $t=0.5$, 2 and 10 nm, and $\varepsilon=10^{-5}$. The largest departure relative to the law was $8.1\times10^{-6}$, below $\varepsilon$ as (5) requires.

**What the rise measures.** Multiplying the leading law by $\rho$ and using (4) gives

$$\Delta\rho=(\rho\lambda)\frac{2t}{Ld}=\frac{3\pi^2}{k_F^2}\,\frac{2t}{Ld}. \tag{6}$$

At this order the absolute rise does not depend on $\lambda$. A cleaner metal has a larger relative rise because its initial resistivity is smaller. Also, $t$ and $L$ enter as the ratio $t/L$, so one such measurement cannot separate depth from strength.

The layers need no sharp edge. For an additional rate described by $1/L(z)$, put $x=\lambda/L(z)$ and $r=1+x$. The same proof applies, with $\langle r\rangle=1+\langle x\rangle$ and

$$\langle1/r\rangle=1-\langle x\rangle+\left\langle\frac{x^2}{1+x}\right\rangle .$$

To first order both bounds give $\Delta\rho/\rho=\langle x\rangle=(\lambda/d)\int_0^d dz/L(z)$. A profile decaying exponentially from each surface over 2 nm, with peak $1/L=10^{-6}$ nm$^{-1}$ and $\lambda=d=40$ nm, gave 0.99989 of this value on a grid of 400 slabs. That shortfall comes from the grid, which undercounts the profile integral by $1.0\times10^{-4}$; the lower bound for this profile is 0.99998 and the converged ratio is 0.999997.

## 4. Surfaces that are not mirrors

Now let a fraction $p$ of the electrons reflect specularly, independently of angle, while the rest leave the surface with no drift. The reference is the undamaged film with the same $p$, which already has a higher resistivity than the bulk.

Let $\phi_+$ and $\phi_-$ be the undamaged solutions for motion towards larger and smaller $z$. They satisfy

$$\lambda\mu\phi_+'+\phi_+=1,\qquad-\lambda\mu\phi_-'+\phi_-=1, \tag{7}$$

with primes meaning $d/dz$, and $\phi_+=p\phi_-$ at $z=0$, $\phi_-=p\phi_+$ at $z=d$. The general solution for $\phi_+$ is $1-a\,e^{-z/\lambda\mu}$, and mirror symmetry gives $\phi_-(z)=\phi_+(d-z)$. The condition at $z=0$ fixes $a$:

$$1-a=p\left(1-a\,e^{-d/\lambda\mu}\right)\quad\Rightarrow\quad a=\frac{1-p}{1-p\,e^{-d/\lambda\mu}} .$$

Weak damage changes these solutions by $\varepsilon\eta_\pm$. Let $\chi=1$ in the layers and zero elsewhere. The terms of first order in $\varepsilon$ are

$$\lambda\mu\eta_+'+\eta_+=-\chi\phi_+,\qquad-\lambda\mu\eta_-'+\eta_-=-\chi\phi_- .$$

Multiply the first by $\phi_-$, the second by $\phi_+$, and add:

$$\lambda\mu(\phi_-\eta_+'-\phi_+\eta_-')+\phi_-\eta_++\phi_+\eta_-=-2\chi\phi_+\phi_- .$$

In the two terms without derivatives, use (7) in the form $\phi_-=1+\lambda\mu\phi_-'$ and $\phi_+=1-\lambda\mu\phi_+'$. The derivatives combine into a total one:

$$\lambda\mu\frac{d}{dz}(\phi_-\eta_+-\phi_+\eta_-)+\eta_++\eta_-=-2\chi\phi_+\phi_- .$$

The $\eta_\pm$ obey the same surface conditions as $\phi_\pm$. At $z=0$ the bracket is $\phi_-p\eta_--p\phi_-\eta_-=0$; at $z=d$ it is $p\phi_+\eta_+-\phi_+p\eta_+=0$. Integration over the film leaves

$$\frac12\int_0^d(\eta_++\eta_-)\,dz=-\int_0^d\chi\,\phi_+\phi_-\,dz .$$

The two layers contribute equally by symmetry. The conductivity therefore changes by $-\sigma_0 f\varepsilon\,C$, while the undamaged film has conductivity $\sigma_0S$, where

$$C=\frac32\int_0^1(1-\mu^2)\,\frac1t\int_0^t\phi_+\phi_-\,dz\,d\mu,$$

$$S=\frac32\int_0^1(1-\mu^2)\left[1-\frac{a\lambda\mu}{d}\left(1-e^{-d/\lambda\mu}\right)\right]d\mu .$$

The second bracket is the thickness average of $\phi_+$. To first order the relative rise is

$$\frac{\Delta\rho}{\rho}=K\,\frac{2t\lambda}{Ld},\qquad K=\frac CS. \tag{8}$$

The product has a direct meaning. One factor is the drift an electron brings to a point. The other, by time reversal, measures the drift it could still contribute if no extra collision occurred there. Close to a diffuse surface, an electron has either just lost its drift or is about to lose it, so an extra collision costs little.

**Limits.** For $p=1$, $a=0$ and $K=1$, as in section 3. For a thick film, $d\gg\lambda$, we have $S\to1$ and $a\to1-p$, and $\phi_-\to1$ in the layer at $z=0$. Integrating $\phi_+$ over that layer gives

$$K\to1-(1-p)\,\frac32\int_0^1(1-\mu^2)\frac{\lambda\mu}{t}\left(1-e^{-t/\lambda\mu}\right)d\mu .$$

If $t\ll\lambda$, the factor $(\lambda\mu/t)(1-e^{-t/\lambda\mu})$ tends to one at each $\mu>0$, so $K\to p$. The leading law then fails by the factor $p$, however weak the damage. If $t\gg\lambda$, the exponential is negligible, and $\frac32\int_0^1(\mu-\mu^3)d\mu=\frac38$ gives

$$K\to1-\frac38(1-p)\frac\lambda t .$$

Deep damage restores the simple law because most of it lies beyond the reach of the surface.

Both limits were tested at $p=0.5$, $\lambda=1$ nm and $d=1000$ nm. A layer with $t=0.001$ nm, a mathematical limit and not a physical layer, gave a rise of 0.5028 times the simple law, against the limit 0.5. A layer with $t=50$ nm and $\varepsilon=10^{-4}$ gave 0.99635, against $1-0.375\times0.5/50=0.99625$. The difference is the finite-thickness term $\frac38(1-p)\lambda/d=1.9\times10^{-4}$ from $S$, less about $0.9\times10^{-4}$ from the finite $\varepsilon$.

## 5. Numbers for a copper-like film

Take $d=\lambda=40$ nm, $t=2$ nm and $L=200$ nm. Then $\varepsilon=40/200=0.2$ and $f=4/40=0.1$, and the leading relative rise is $0.1\times0.2=2.0\,\%$. The bounds (5) are 1.69 % and 2.00 %; the full specular solution gives 1.95 %. The leading law is thus high by about 2.5 % of the true rise, although the damage strength is 0.2.

Four conduction electrons in a cubic cell of edge 0.36 nm give a Fermi wavelength of 0.461 nm and, from (4), a bulk resistivity of 1.634 µΩ cm. The leading absolute rise is $1.634\times0.020=0.033$ µΩ cm.

With the geometry and damage held fixed, the surface changes the result as follows. The rise is the full solution, relative to the undamaged film in the same row.

| $p$ | Undamaged film (µΩ cm) | $K$ | Rise (%) |
|---:|---:|---:|---:|
| 1 | 1.63 | 1 | 1.95 |
| 0.9 | 1.70 | 0.93 | 1.80 |
| 0.5 | 1.97 | 0.62 | 1.20 |
| 0 | 2.39 | 0.18 | 0.35 |

At $p=0$ the first-order estimate is $0.183\times2.0\,\%=0.37\,\%$, close to the full 0.35 %. The thick-film limit $K\to p$ would give zero. It does not apply here because $t/\lambda=0.05$ is finite and the limit is approached slowly. At $p=0$, $K$ vanishes as $t\to0$ even for $d=\lambda$ (0.03 at $t=0.2$ nm), while a film with $d=100\lambda$ and $t=2$ nm still has $K=0.13$; the finite thickness raises this to 0.18.

**Grain boundaries.** Boundaries normal to the current reverse $v_x$ but keep $u=|v_x|/v_F$. In the Mayadas–Shatzkes form, taken here as the model, they shorten the background path to

$$l(u)=\frac{\lambda u}{u+\alpha},\qquad \alpha=\frac{\lambda}{D}\,\frac{R}{1-R},$$

where $D$ is the grain size and $R$ the reflection coefficient. With specular surfaces $u$ is conserved, so section 3 applies to each direction with $\lambda$ replaced by $l$. To first order $\langle g\rangle=l-f l^2/L$. Averaging over directions with the weight $v_x^2$, written $\overline{(\cdot)}$, gives

$$\frac{\Delta\rho}{\rho}=\frac{2t}{Ld}\,\frac{\overline{l^2}}{\overline{l}} .$$

For $D=40$ nm and $R=0.3$, $\alpha=0.3/0.7=0.43$ and the path ratio is 25.4 nm. The leading rise falls to $0.1\times25.4/200=1.27\,\%$; the full specular solution with grains gives 1.24 %. The same formula estimates the effect of an anisotropic Fermi surface, provided reflection conserves $l$ and the added path $L$ is the same in every direction. A 20 % rms spread at fixed $\overline l$ then multiplies the leading rise by $1+0.2^2=1.04$. If instead the spread comes from the velocity and the damage adds the same scattering rate in every direction, $L$ varies in proportion to $l$ and the factor is 1.

**Comparison with a real film.** A path near 40 nm and a resistivity near 1.7 µΩ cm are rough values for bulk copper at room temperature, and 40 nm is a realistic interconnect dimension. The damage parameters are chosen, not measured. The assumption most at risk is specular reflection: copper against a barrier or dielectric can scatter strongly, and the table shows that this can remove more than four fifths of the relative rise, and about three quarters of the absolute one. Grain boundaries lower the relative rise by roughly a third in the specular case above, because they raise the resistivity with which it is compared; the absolute rise, proportional to $\overline{l^2}/(\overline{l})^2$, hardly changes (by under 2 %). With fully diffuse surfaces the same grains lower the relative rise only from 0.35 % to 0.28 % and raise the absolute one by 13 %. At 380 K instead of 300 K, a path taken as proportional to $1/T$ shrinks to 31.6 nm, and the leading specular rise becomes 1.58 % at fixed $t$, $L$ and $d$. A Bloch–Grüneisen law with a Debye temperature between 315 and 343 K shortens the path a little more, to about 30.8 nm, giving 1.54 %. A narrow line also has side walls, which this wide-film model omits.

Other neglected effects are smaller here. At fixed relaxation time and chemical potential, thermal smearing changes the conductivity integral by about $2\times10^{-5}$ of its value. At 1 MA/cm² an electron gains about $7\times10^{-6}$ eV from the field over one path, against a thermal energy of 0.026 eV, so linear response is sound. About 174 subbands are occupied, which supports a semiclassical treatment of the film as a whole. The damage rise depends on $k_Ft$ instead, because standing waves have a node at a mirror wall. A golden-rule sum over hard-wall subbands lowers the weak specular rise by 4 % at $t=2$ nm and by 16 % at $t=0.5$ nm if the walls lie at the film faces, but only by 0.3 % and 2 % if they lie $3\pi/8k_F\approx0.09$ nm outside. The semiclassical rise is therefore uncertain by a few percent of its value here. The damaged layer is only about four Fermi wavelengths thick, so its profile should not be read in finer detail.

To infer damage from a measured rise, one therefore needs the specularity as well and, unless the surfaces are specular, an independent estimate of the depth $t$, on which $K$ then depends. Equation (8) gives $t/L=(d/2\lambda K)(\Delta\rho/\rho)$ for weak damage without grain boundaries; setting $K=1$ is justified when $1-p$ is small compared with both 1 and $d/\lambda$, or for damage much deeper than the mean free path. At $p=0.9$ and $t=d/20$, $K$ is 0.93 for $d=\lambda$ but 0.76 for $d=\lambda/10$. For non-specular surfaces $K$ also rests on isotropic scattering by the damage, because a deflection can turn an electron towards or away from the surface. With a Henyey–Greenstein angular law and the same transport path $L$, the first-order $K$ of the film above at $p=0$ falls from 0.18 to 0.11, 0.02 and $-0.08$ for a mean scattering cosine of 0.3, 0.6 and 0.8. At $p=0.5$ it falls only from 0.62 to 0.57, and at $p=0.9$ it hardly moves. The rule also assumes that the treatment leaves $p$ unchanged. In the film above, lowering $p$ by 0.01 with no damaged layer at all raises the resistivity by about 0.38 %, more than the whole damage rise at $p=0$, and at $p=0.5$ a drop of 0.03 gives 1.14 %, close to the 1.20 % in the table. A single resistivity measurement cannot tell the two causes apart. The numerical output below lists the main values used here.

## Computed results

```
film thickness d = 40.0 nm
damaged layer thickness t = 2.0 nm
clean mean free path lambda = 40.0 nm
additional mean free path L = 200.0 nm
cubic cell edge = 0.36 nm
conduction electrons per cell = 4
lambda/L = 0.2000 (no unit)
damaged fraction 2t/d = 0.1000 (no unit)
leading relative rise = 2.0000 %
full specular rise = 1.9511 %
lower bound of specular rise = 1.6949 %
Fermi energy = 7.090 eV
bulk resistivity = 1.6342 microohm cm
leading absolute rise = 0.03268 microohm cm
p=0.0: undamaged film = 2.3897 microohm cm
p=0.0: factor K = 0.1830 (no unit)
p=0.0: full relative rise = 0.3480 %
p=0.5: undamaged film = 1.9710 microohm cm
p=0.5: factor K = 0.6204 (no unit)
p=0.5: full relative rise = 1.1998 %
p=0.9: undamaged film = 1.6965 microohm cm
p=0.9: factor K = 0.9264 (no unit)
p=0.9: full relative rise = 1.8047 %
grain size = 40.0 nm
grain boundary reflection = 0.30 (no unit)
grain-weighted path <l^2>/<l> = 25.351 nm
leading rise with grains = 1.2675 %
full specular rise with grains = 1.2354 %
reference temperature = 300 K
operating temperature = 380 K
path when hot, taken as 1/T = 31.58 nm
leading rise when hot = 1.5789 %
assumed rms spread of path = 20 %
rise factor from spread = 1.040 (no unit)
thermal conductivity-integral shift = 1.64e-05 (no unit)
Fermi wavelength = 0.461 nm
occupied subbands, k_F d/pi = 173.7 (no unit)
current density = 1.0 MA/cm2
field energy over one path = 6.54e-06 eV
thermal energy = 0.0259 eV
largest transport-solver error = 2.8e-09 (no unit)
largest weak-damage law error = 8.1e-06 (no unit)
smooth-profile rise / law = 0.99989 (no unit)
thin-layer ratio at p=0.5 = 0.5028 (no unit)
thick-layer ratio at p=0.5 = 0.9963 (no unit)
```
